\section*{Electrothermal Stability: Differential Thermal Resistance Times Power Slope Below One}

\section{What dimensions fix}

A transistor that dissipates power warms itself, and its new temperature changes the power. Three quantities describe a small disturbance of this loop: the slope $P'=dP/dT$ of dissipated power (W/K), the thermal resistance $R_d$ (K/W), and a heat capacity $C$ (J/K). Only $C$ contains a unit of time beyond those in the watt, so it cannot be combined with the other two into a pure number. The dimensionless quantity available is
\begin{equation}
S=R_d P' .
\end{equation}
A growth rate must therefore have the form $s=f(S)/(R_dC)$. The boundary between decay and growth, $f(S)=0$, lies at a fixed value of $S$, whatever the heat capacity. Dimensions do not say which value, nor which thermal resistance is meant. The heat balance settles both.

The condition contains no electromagnetic unit factor and no $\hbar$, $m$ or $e$, so volts, amperes, watts and kelvins are used.

\section{The heat balance}

Let $T$ be the temperature of the active surface and $T_0$ the fixed temperature of the base. Let $P(T)$ be the power dissipated at fixed external bias, and $Q(T)$ the heat flow to the base in steady state. If one heat capacity describes the storage,
\begin{equation}
C\frac{dT}{dt}=P(T)-Q(T).
\label{eq:lump}
\end{equation}
An operating point $T_*$ satisfies $P(T_*)=Q(T_*)$. Put $T=T_*+\delta$ and keep first order in $\delta$. The zeroth-order terms cancel, leaving
\begin{equation}
C\dot\delta=\left[P'(T_*)-Q'(T_*)\right]\delta .
\end{equation}
Define the differential thermal resistance $R_d=1/Q'(T_*)>0$. Then $\delta\propto e^{st}$ with
\begin{equation}
s=\frac{P'-1/R_d}{C}=\frac{S-1}{R_dC}.
\label{eq:rate}
\end{equation}
The disturbance decays if and only if
\begin{equation}
R_d\,\frac{dP}{dT}<1 .
\label{eq:cond}
\end{equation}
A rise of 1 K adds $P'$ to the heating and $1/R_d$ to the cooling; stability requires the cooling to gain more. At $S=1$ the linear theory gives neither growth nor decay. For $S<0$ the feedback opposes the disturbance.

The same number governs the steady response. Let $P$ also depend on a bias voltage $V$. Differentiating $P(T_*,V)=Q(T_*)$ gives $P'dT_*+(\partial P/\partial V)dV=dT_*/R_d$, hence
\begin{equation}
\frac{dT_*}{dV}=\frac{R_d\,\partial P/\partial V}{1-S}.
\label{eq:gain}
\end{equation}
Feedback multiplies the bare response by $1/(1-S)$, which diverges as the boundary is approached from below.

\section{Which thermal resistance}

Take a slab of thickness $L$ and area $A$, heated at $x=0$ and held at $T_0$ at $x=L$. Its conductivity $k(\Theta)$ depends on the local temperature $\Theta$. In steady state the flow $Q=-Ak(\Theta)\,d\Theta/dx$ is the same at every $x$. Integration over $x$ gives
\begin{equation}
Q(T)=\frac AL\int_{T_0}^{T}k(\Theta)\,d\Theta ,\qquad
R_d=\frac{L}{A\,k(T)} .
\label{eq:Q}
\end{equation}
The ordinary ratio is
\begin{equation}
\frac{T-T_0}{Q}=\frac{L}{A\bar k},\qquad
\bar k=\frac{1}{T-T_0}\int_{T_0}^{T}k\,d\Theta .
\end{equation}
If $k$ falls with temperature, the mean $\bar k$ exceeds the surface value $k(T)$, so $R_d$ exceeds the ratio. For positive $P'$ the ratio then underestimates $S$. The two agree when $k$ is constant.

\section{The condition for a slab}

A real slab stores heat throughout its depth, so equation (\ref{eq:lump}) needs justification. Let $c$ be the heat capacity per volume. The heat equation is $c\,\partial_t\Theta=\partial_x(k\,\partial_x\Theta)$. Add a small disturbance $u(x,t)$ to the steady profile $\Theta_*(x)$. To first order the product $k\,\partial_x\Theta$ changes by
\begin{equation}
k\,u_x+\frac{dk}{d\Theta}\,u\,\partial_x\Theta_*=\partial_x(ku),
\end{equation}
with $k$ evaluated on the steady profile. With $w=ku$ and $\eta(x)=c/k$,
\begin{equation}
\eta\,w_t=w_{xx},\qquad w(L)=0 .
\label{eq:w}
\end{equation}
At the top, the extra flow into the slab equals the extra power: $-Aw_x(0)=P'u(0)=P'w(0)/k(T_*)$. Multiplying by $L/A$ and using (\ref{eq:Q}),
\begin{equation}
-L\,w_x(0)=S\,w(0).
\label{eq:bc}
\end{equation}

\subsection*{Below one, every disturbance decays}

Multiply (\ref{eq:w}) by $w$ and integrate by parts. The boundary term at $L$ vanishes and the one at $0$ follows from (\ref{eq:bc}):
\begin{equation}
\frac12\frac{d}{dt}\int_0^L\eta w^2dx=-w(0)w_x(0)-\int_0^L w_x^2dx
=\frac SL\,w(0)^2-\int_0^L w_x^2dx .
\label{eq:energy}
\end{equation}
Since $w(L)=0$, we have $w(x)=-\int_x^L w_x\,dx'$, and the Cauchy--Schwarz inequality gives
\begin{equation}
w(x)^2\le (L-x)\int_0^L w_x^2\,dx' .
\label{eq:cs}
\end{equation}
At $x=0$ this bounds the heating term. For $0\le S<1$ the right side of (\ref{eq:energy}) is at most $-(1-S)\int w_x^2dx$; for $S<0$ it is at most $-\int w_x^2dx$. Integrating (\ref{eq:cs}) with weight $\eta\le\eta_{\max}$ gives $\int\eta w^2dx\le\tfrac12\eta_{\max}L^2\int w_x^2dx$. The positive quantity $\int\eta w^2dx$ therefore decays at least exponentially.

\subsection*{Above one, a growing mode exists}

Seek $w(x)e^{st}$ with $s\ge0$, so that $w''=s\eta w$. Start at the base with $w(L)=0$, $w'(L)=-1$, and integrate towards the top. The solution is positive, convex and decreasing in $x$. Define $Y(s)=-Lw'(0)/w(0)$, a continuous function of $s$. By (\ref{eq:bc}), a mode exists when $Y(s)=S$.

At $s=0$, $w=L-x$ and $Y=1$. For larger $s$, multiply $w''=s\eta w$ by $w$, integrate by parts, and use $a^2+b^2\ge2ab$:
\begin{align}
-w(0)w'(0)&=\int_0^L\left(w'^2+s\eta w^2\right)dx\nonumber\\
&\ge2\sqrt{s\eta_{\min}}\int_0^L w|w'|\,dx=\sqrt{s\eta_{\min}}\;w(0)^2 .
\end{align}
Hence $Y\ge L\sqrt{s\eta_{\min}}$, which grows without limit. A continuous function that starts at 1 and is unbounded takes every value above 1, so each $S>1$ has a mode with $s>0$. Condition (\ref{eq:cond}) is thus the exact linear threshold for this slab, for any positive, bounded profile of heat capacity.

\subsection*{The effective heat capacity}

Let $v=1-x/L$, and multiply $w''=s\eta w$ by $v$. Two integrations by parts, with $v''=0$, give
\begin{equation}
s\int_0^L\eta vw\,dx=-w'(0)-\frac{w(0)}L=\frac{(S-1)\,w(0)}L .
\label{eq:ident}
\end{equation}
Near threshold the critical mode approaches $w=w(0)v$, and (\ref{eq:ident}) becomes (\ref{eq:rate}) with
\begin{equation}
C_{\rm eff}=A\,k(T_*)\int_0^L\frac ck\,v^2dx .
\label{eq:ceff}
\end{equation}
For constant $k$ and $c$ this is one third of the slab's heat capacity $cAL$. One factor $v$ enters because the deeper layers warm less than the surface. The other enters because heat taken up at depth $x$ lowers the surface temperature only by the fraction $v$ of what the same uptake at the top would do. When $s>0$, convexity gives $w\le w(0)v$, so the integral in (\ref{eq:ident}) is at most $w(0)\int\eta v^2dx$. The true growth rate is then at least the lumped rate.

\section{Which power derivative}

The derivative $P'$ is taken with the external circuit fixed, not with the device voltage fixed. Let a supply $V_s$ feed the device through a resistor $R_s$, so $V=V_s-R_sI$, and let $I=I(V,T)$ with $g=\partial I/\partial V$ and $I_T=\partial I/\partial T$. At fixed $V_s$, $dV=-R_s\,dI$, and
\begin{align}
dI&=I_T\,dT-gR_s\,dI\quad\Rightarrow\quad dI=\frac{I_T\,dT}{1+gR_s},\\
dP&=V\,dI+I\,dV=(V-IR_s)\,dI .
\end{align}
Therefore
\begin{equation}
P'=\frac{(V-IR_s)\,I_T}{1+gR_s}.
\label{eq:circuit}
\end{equation}
This assumes that the circuit settles much faster than the temperature, and that it does settle. With a capacitance $C_e$ across the device, $C_e\dot V=(V_s-V)/R_s-I$, so a voltage disturbance at fixed $T$ has the rate $-(1+gR_s)/(R_sC_e)$. Electrical stability thus requires $1+gR_s>0$.

Two limits show why the bias matters.

\emph{Voltage drive.} For $R_s=0$, $P'=VI_T$. A current that rises with temperature is destabilizing. For such a current and $g\ge0$, adding a resistor at the same $V$ and $I$ reduces $P'$, which changes sign when $V=IR_s$. If $I_T>0$ and $1+gR_s>0$, a device that holds no more than half the supply voltage has $P'\le0$, so a surface at one common temperature is stable as long as the circuit is fast compared with the heat flow. This does not exclude one part of the surface heating at the expense of another, which is treated in the last section.

\emph{Current drive.} Let $R_s\to\infty$ at fixed $I$ and $g>0$. Then $P'\to-I\,I_T/g$, and the signs are reversed. For an ohmic on-state, $I=V/R_{\rm on}(T)$, so $g=1/R_{\rm on}$ and $I_T=-VR_{\rm on}'/R_{\rm on}^2$. This gives $P'=I^2R_{\rm on}'$. A switch whose resistance rises with temperature is stabilized by voltage drive and destabilized by current drive. With constant thermal resistance $R_\theta$ and $R_{\rm on}=r[1+\alpha(T-T_0)]$, the steady balance $T-T_0=R_\theta I^2R_{\rm on}$ gives
\begin{equation}
T-T_0=\frac{R_\theta I^2r}{1-R_\theta I^2r\alpha}.
\end{equation}
Here $S=R_\theta I^2r\alpha$. The steady temperature diverges as $S\to1$, and no steady state exists beyond.

\section{A transistor in saturation}

Consider a field-effect transistor whose saturated current does not depend on its drain voltage:
\begin{equation}
I(T)=\frac K2\,\frac{T_0}{T}\,u^2,\qquad u=u_0+\varphi(T-T_0).
\end{equation}
Here $u$ is the gate voltage above threshold. The threshold falls by $\varphi$ per kelvin, which raises the current; the factor $T_0/T$ represents falling mobility, which lowers it. This factor is a simple choice: in many real transistors the mobility falls faster than $1/T$, and the critical point found below depends on it. Logarithmic differentiation gives $I'/I=2\varphi/u-1/T$.

For the slab take $k=k_0T_0/\Theta$, a simple form for a crystal in which lattice vibrations scatter one another. With $R_0=L/(Ak_0)$, equation (\ref{eq:Q}) gives
\begin{equation}
Q=\frac{T_0}{R_0}\ln\frac T{T_0},\qquad R_d=R_0\frac T{T_0}.
\end{equation}
At a steady state $VI=Q$, so $P'=VI'=Q\,I'/I$ and
\begin{equation}
S=R_dQ\,\frac{I'}I=\ln\frac{T}{T_0}\left(\frac{2\varphi T}{u}-1\right).
\label{eq:S}
\end{equation}
Both $R_0$ and $K$ have cancelled. In this model they do not affect the critical temperature. The cancellation of $R_0$ relies on the base being held at $T_0$; if a package resistance lies between the base and the heat sink, the critical temperature depends on its ratio to $R_0$. They do set the critical power, proportional to $1/R_0$, and the critical voltage, proportional to $1/(R_0K)$.

The voltage needed to hold temperature $T$ is $V(T)=Q/I$. Its slope is
\begin{equation}
\frac{d\ln V}{dT}=\frac{1}{R_dQ}-\frac{I'}I=\frac{1-S}{R_dQ}.
\label{eq:fold}
\end{equation}
The steady curve therefore turns back where $S=1$: the loss of stability is also the largest voltage on the curve.

\subsection*{The critical point}

Choose round parameters: $T_0=300$ K, $K=8$ A/V$^2$, $\varphi=5$ mV/K, $u_0=0.5$ V, $L=0.04$ cm, $A=0.01$ cm$^2$, $k_0=4$ W/(cm K) and $c=2.5$ J/(cm$^3$ K). Then $R_0=0.04/(0.01\times4)=1$ K/W.

There is one critical temperature. Put $y=\varphi T/(1\,\mathrm V)$, so that $u=(y-1)$ V and $S=\ln(y/1.5)\,(y+1)/(y-1)$. Then
\begin{equation}
\frac{dS}{dy}=\frac{y^2-1-2y\ln(y/1.5)}{y(y-1)^2}.
\end{equation}
The numerator is 1.25 at $y=1.5$. Its derivative is $2[y-1-\ln(y/1.5)]$, which is positive because $\ln y\le y-1$. Thus $S$ rises steadily from zero, and it is unbounded because of the logarithm. It crosses 1 once.

This result belongs to the chosen mobility and conductivity laws. If the mobility fell as $T^{-2}$, the last term in the bracket of (\ref{eq:S}) would be 2 instead of 1, and $S=2\ln(y/1.5)/(y-1)$. The tangent to the logarithm at $y=2$ gives $2\ln(y/1.5)\le y-2+2\ln(4/3)<y-1$, so with $k\propto1/\Theta$, $S$ would stay below 1 and the steady curve would have no turning point. The other choices matter as much. With the $1/T$ mobility and a constant $k$, $S=(1-1.5/y)(y+1)/(y-1)$ reaches 1 at $y=3$, or 600 K. With $k\propto1/\Theta$ and $\varphi=2$ mV/K the critical temperature is about 716 K. The numbers below therefore illustrate the condition; they do not predict the limit of a particular device.

The solution is $T_c=433.9$ K. There $u=0.5+0.005\times133.9=1.169$ V, and
\begin{equation}
S=\ln(1.446)\left(\frac{4.339}{1.169}-1\right)=0.369\times2.71=1.00 .
\end{equation}
The critical power is $300\times0.369=110.7$ W, or $1.107\times10^9$ erg/s. The current is $4\times(300/433.9)\times1.169^2=3.78$ A, so the critical voltage is $110.7/3.78=29.3$ V. Above it, $VI>Q$ at every temperature and no steady state remains.

\subsection*{Two states at 25 V}

Below the critical voltage there are two steady states. At 25 V the lower has $T=355.8$ K and $S=0.608$; the upper has $T=642$ K and $S=1.449$. The lower is stable, the upper unstable. By (\ref{eq:gain}), with $\partial P/\partial V=I$, the lower state warms by $2.427/(1-0.608)=6.2$ K per volt instead of 2.4.

Linear stability concerns small disturbances. In the lumped model at 25 V, $P<Q$ between the two states and $P>Q$ above the upper one. In that model a disturbance that carries the temperature beyond 642 K therefore runs away, although the lower state is linearly stable. In the full slab the depth of the heating matters too: a brief warming of a thin surface layer beyond 642 K can die out, because the cooler material beneath absorbs the heat. Starting from the lower state, a layer set to 800 K dies out when it is $0.1L$ deep and runs away when it is $0.3L$ deep. Conversely, heating nine tenths of the depth to only 600 K leads to runaway, so 642 K is not a safe ceiling for the slab.

\subsection*{Rates of the full slab}

The nonlinear slab was divided into 40 intervals and its growth rates found from the linearized equations. This mesh shifts the rates quoted here and below by less than 0.5 per second, so the last digit of the larger rates can be off by one. Each state below has its own steady voltage.

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $S$ & $S$ from ratio & slab rate (1/s) & lumped rate (1/s)\\
350.0 & 0.565 & 0.524 & $-1069$ & $-1161$\\
428.9 & 0.982 & 0.826 & $-41.2$ & $-41.4$\\
438.9 & 1.017 & 0.846 & 39.4 & 39.2\\
450.0 & 1.054 & 0.867 & 120.8 & 119.6\\
500.0 & 1.192 & 0.933 & 404 & 391
\end{tabular}
\end{center}

The slab rate changes sign with $S-1$. The tests found the same signs when the heat capacity was made to increase fivefold towards the base. The third column replaces $R_d$ by $(T-T_0)/P$. At 450 K that ratio is $150/121.6=1.23$ K/W, whereas $R_d=1.5$ K/W. The ratio gives 0.867 and would call the state safe, but its disturbances grow by a factor $e$ in about 8 ms.

At the critical point $C_{\rm eff}=0.305$ mJ/K, slightly below one third of the total $cAL=1$ mJ/K. The reason is the factor $k(T_*)/k=\Theta_*/T_*\le1$ in (\ref{eq:ceff}). The time $R_dC_{\rm eff}=1.446\times0.305=0.44$ ms sets the scale of the rates, and the factor $S-1$ makes them small near threshold.

Cold starts of the nonlinear slab agree with the turning point. At 3\% below the critical voltage the surface settles at 390.9 K. At 3\% above, it reaches 600 K after 11.7 ms.

\subsection*{A series resistor}

Keep the 450 K state, with $I=4.17$ A and $V=29.2$ V, but feed it through 2 $\Omega$ from a supply raised to $29.2+8.3=37.5$ V. The temperature and device power are unchanged. Since $g=0$, equation (\ref{eq:circuit}) multiplies $S$ by $1-IR_s/V$:
\begin{equation}
S=1.054\left(1-\frac{8.33}{29.19}\right)=0.753 .
\end{equation}
The slab rate changes from $+121$ to $-520$ per second. With $R_s=7.0\ \Omega$ the device holds half its supply, $P'=0$, and the rate of $-1848$ per second equals that at constant power. These rates are for disturbances uniform over the surface. The resistor does not act on disturbances that leave the total current unchanged, and on a long enough surface these can still grow (for this state, with insulated edges, beyond a length of about 0.31 cm, against 0.1 cm for a square die of this area); the last section treats the simplest case.

\subsection*{A strongly driven gate}

Equation (\ref{eq:S}) is negative when $u>2\varphi T$, where the loss of mobility outweighs the falling threshold. For $u_0=4$ V and $T=350$ K, $u=4.25$ V and
\begin{equation}
S=\ln\frac{350}{300}\left(\frac{3.5}{4.25}-1\right)=-0.027 .
\end{equation}
The slab then relaxes at 2261 per second, against 2212 at constant power: the feedback helps, but weakly.

With $K=8$ A/V$^2$ this state would need 61.9 A at 0.75 V. That voltage is below $u$, where a long-channel transistor is not saturated, so the current law would not apply. Reducing $K$ tenfold gives 6.19 A at 7.5 V, which is consistent with saturation. Power, $S$ and the slab rate are unchanged, because $P'=Q\,I'/I$ does not contain $K$.

\section{Where one temperature is not enough}

The derivation assigns one temperature to the active surface. Suppose instead that two identical cells share a device voltage $V$ and a common series resistor, with $g=0$. Let $R_{11}$ be the thermal resistance of each cell to its own power and $R_{12}<R_{11}$ that to its neighbour's, both constant. For opposite disturbances $\delta_1=-\delta_2$, the current gained by one cell is lost by the other. The total current and $V$ do not change, so the resistor has no effect. Each cell's power changes by $VI_T\delta_j$, where $I$ is now the current of one cell, and the steady temperature response is $(R_{11}-R_{12})VI_T\delta_j$. With equal lumped heat capacities, stability against this crowding requires
\begin{equation}
(R_{11}-R_{12})\,V I_T<1 .
\end{equation}
This must hold in addition to the condition for equal disturbances. A common resistor can satisfy the latter and leave the former violated; a separate resistor in each cell acts on both.

The one-temperature condition can also fail to ensure stability when the circuit is as slow as the heat flow, since $P$ is then no longer a function of the present temperature alone. The 450 K state fed through 2 $\Omega$ stays stable with 1 mF across the device, but with 10 mF it oscillates with an amplitude that grows at about 34 per second, although $S=0.753$. The numerical output gives the remaining values for the states discussed here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
base temperature T0 = 300 K
gain K = 8.0 A/V^2, threshold fall phi = 5.0 mV/K
gate overdrive at T0, u0 = 0.50 V; current at T0 = 1.000 A
slab thickness = 0.040 cm, area = 0.010 cm^2
conductivity at T0 = 4.0 W/(cm K), heat capacity = 2.5 J/(cm^3 K)
thermal resistance at T0, R0 = 1.000 K/W
critical temperature = 433.86 K
critical voltage = 29.268 V
critical current = 3.782 A
critical power = 110.69 W = 1.1069e+09 erg/s
at critical point: R_d = 1.4462 K/W, (T-T0)/P = 1.2094 K/W
at critical point: dP/dT = 0.6915 W/K
at critical point: C_eff = 0.3047 mJ/K
slab states: T (K), V (V), S, S from (T-T0)/P, slab rate (1/s), lumped rate (1/s)
  350.00  23.979  0.5652  0.5238  -1068.59  -1161.42
  400.00  28.768  0.8630  0.7500  -322.18  -330.62
  428.86  29.259  0.9819  0.8256  -41.17  -41.35
  438.86  29.260  1.0174  0.8463  39.37  39.22
  450.00  29.193  1.0542  0.8667  120.79  119.62
  500.00  28.379  1.1919  0.9333  404.01  390.67
lower state at 25 V: T = 355.77 K, I = 2.046 A, P = 51.15 W
  R_d = 1.1859 K/W, dP/dT = 0.5130 W/K, S = 0.6084
upper state at 25 V: T = 642.06 K, I = 9.131 A, P = 228.27 W
  R_d = 2.1402 K/W, dP/dT = 0.6772 W/K, S = 1.4494
lower state at 25 V: dT/dV = 6.196 K/V, without feedback 2.427 K/V
450 K state: I = 4.167 A, device voltage = 29.193 V, P = 121.64 W
450 K with series 2.0 ohm: supply = 37.527 V, S = 0.7533, slab rate = -520.5 1/s
450 K at half supply: series = 7.006 ohm, slab rate = -1847.5 1/s
450 K at constant power: slab rate = -1847.5 1/s
overdrive 4.0 V, 350 K: V = 0.7467 V, I = 61.93 A, S = -0.0272
  slab rate = -2261.3 1/s, at constant power -2212.4 1/s
cold start at 28.390 V: settles at 390.91 K
cold start at 30.146 V: reaches 600 K after 11.66 ms
\end{verbatim}
